# The equivalent nonconducting layer at a diffuse copper surface

Each diffuse surface of a thick copper film lowers the in-plane conductance as much as if a layer of thickness

$$\delta=\frac{3\lambda}{16}$$

did not conduct at all. Here $\lambda$ is the bulk mean free path. For $\lambda=39$ nm the layer is about 7 nm thick, and a film of thickness $d$ with two such surfaces conducts like bulk metal of thickness $d-3\lambda/8$.

The result holds for a spherical Fermi surface, a single relaxation time, flat surfaces and $d$ well above $\lambda$. A surface is called diffuse when electrons leave it with no memory of the drift they had before.

## The estimate

The current flows along $x$, in the plane of the film, and $z$ is the depth below one surface. In the bulk, an electron carries the drift it has gained from the electric field since its last collision. Just after leaving a diffuse surface it has no drift, and it needs about one mean free path of travel to recover the bulk value.

Let $u=|\cos\theta|$, where $\theta$ is the angle between the velocity and the film normal. A path of length $\lambda$ then reaches only to the depth $\lambda u$. For this direction, the missing drift is worth a nonconducting layer of thickness $\lambda u$.

Directions do not count equally. The drift gained from the field is proportional to $v_x$, and the current carried by that drift brings a second factor $v_x$, so the weight is $v_x^2$. Since $v_x=v_F\sin\theta\cos\varphi$, averaging over the azimuth $\varphi$ leaves a weight proportional to $\sin^2\theta=1-u^2$. Directions are uniformly distributed in $u$, so the weighted mean of $u$ is

$$\bar u=\frac{\int_0^1u(1-u^2)\,du}{\int_0^1(1-u^2)\,du}=\frac{1/2-1/4}{1-1/3}=\frac{1/4}{2/3}=\frac38 .$$

Finally, only half of the electrons near the surface are moving away from it. The other half arrive from the interior with their full drift. Therefore

$$\delta=\frac12\cdot\frac38\,\lambda=\frac{3\lambda}{16}.$$

The layer is much thinner than $\lambda$ for two reasons: half the carriers are unaffected, and those that carry most of the current move at shallow angles to the surface, so they recover within a small depth.

## The controlled derivation

**The equation for the drift.** Write the electron distribution as $f_0+f_1$, where $f_0$ is the equilibrium part and $f_1$ is linear in the field $E$ along $x$. The field does not vary with depth, because a steady electric field has no curl. The force on an electron is $-eE$, and the steady Boltzmann equation reads

$$v_z\frac{\partial f_1}{\partial z}-\frac{eE}{\hbar}\frac{\partial f_0}{\partial k_x}=-\frac{f_1}{\tau}.$$

Since $\partial f_0/\partial k_x=\hbar v_x\,\partial f_0/\partial\varepsilon$, this becomes

$$v_z\frac{\partial f_1}{\partial z}+\frac{f_1}{\tau}=eEv_x\frac{\partial f_0}{\partial\varepsilon}.$$

Far from any surface the derivative vanishes, and the bulk solution is $f_1^{\rm bulk}=eE\tau v_x\,\partial f_0/\partial\varepsilon$. Let $g=f_1/f_1^{\rm bulk}$ be the drift relative to its bulk value. Dividing the equation by $f_1^{\rm bulk}/\tau$ gives

$$v_z\tau\frac{\partial g}{\partial z}+g=1 .$$

**One surface.** Put the metal at $z>0$. Electrons leaving the surface have $v_z\tau=\lambda u$, with $\lambda=v_F\tau$. The diffuse condition is $g(0)=0$, and the solution is

$$g=1-e^{-z/(\lambda u)} .$$

Electrons moving toward the surface have $v_z\tau=-\lambda u$. Their general solution is $1+Ce^{z/(\lambda u)}$, which stays finite deep in the metal only if $C=0$. They therefore have $g=1$ right up to the surface.

**The local conductivity.** The current is proportional to the average of $v_x^2g$ over the Fermi sphere. Let $\mu=\cos\theta$ run from $-1$ to $1$. The azimuthal average again leaves the weight $1-\mu^2$, whose integral is $4/3$. Normalized to give 1 in the bulk,

$$\frac{\sigma(z)}{\sigma_0}=\frac34\int_{-1}^{1}(1-\mu^2)\,g\,d\mu
=1-\frac34\int_0^1(1-u^2)\,e^{-z/(\lambda u)}\,du .$$

At the surface the exponential is 1, and $\sigma(0)/\sigma_0=1-\frac34\cdot\frac23=\frac12$. The metal at the surface is thus not dead: it conducts half as well as the bulk, because the arriving electrons still carry their drift.

**The layer.** The equivalent thickness is the conductivity deficit integrated over depth. The integral of the exponential over $z$ from 0 to infinity is $\lambda u$, so

$$\delta=\int_0^\infty\left[1-\frac{\sigma(z)}{\sigma_0}\right]dz
=\frac{3\lambda}{4}\int_0^1u(1-u^2)\,du=\frac{3\lambda}{4}\cdot\frac14=\frac{3\lambda}{16}.$$

This agrees with the estimate, including its prefactor. The reason is that the lost drift for each direction, $\int_0^\infty e^{-z/(\lambda u)}dz$, is the length $\lambda u$ that the estimate assigned to it.

**Two surfaces.** In a film of thickness $d$, electrons leaving the far surface have $g=1-e^{-(d-z)/(\lambda u)}$. Each surface now acts only over the depth $d$, and the integral of each exponential is $\lambda u(1-e^{-d/(\lambda u)})$. Define the conducting thickness $t$ as the sheet conductance divided by $\sigma_0$. Then

$$t=d-\frac{3\lambda}{2}\int_0^1u(1-u^2)\left(1-e^{-d/(\lambda u)}\right)du=d-\frac{3\lambda}{8}+\Delta,$$

$$\Delta=\frac{3\lambda}{2}\int_0^1u(1-u^2)\,e^{-d/(\lambda u)}\,du .$$

The term $\Delta$ corrects for the overlap of the two damaged regions. Because $u\le1$, the exponential never exceeds $e^{-d/\lambda}$, which gives the bound $\Delta\le\frac{3\lambda}{8}e^{-d/\lambda}$. Within this model, the layer picture of a thick film therefore has an exponentially small error, with no correction in powers of $\lambda/d$ to the conductance.

**The resistivity.** The resistivity assigned to the whole film is $\rho=\rho_0d/t$, where $\rho_0=1/\sigma_0$. With $\Delta$ dropped,

$$\frac{\rho}{\rho_0}=\frac{1}{1-3\lambda/(8d)}\approx1+\frac{3\lambda}{8d}.$$

The last form does have power corrections, beginning with $(3\lambda/8d)^2$. They come from inverting the conductance, not from a failure of the layer picture.

## A film 200 nm thick

Take rough room-temperature values for copper: $\lambda=39$ nm, $\rho_0=1.70$ µΩ cm and $n=8.5\times10^{28}$ conduction electrons per cubic metre. They should be consistent with one another. For free electrons $\sigma_0=ne^2\tau/m$ and $mv_F=\hbar k_F$, so

$$\lambda=v_F\tau=\frac{\hbar k_F}{ne^2\rho_0},\qquad k_F=(3\pi^2n)^{1/3},$$

which gives 38.7 nm, close to the chosen value.

The layer is $3\times39/16=7.31$ nm, and the two surfaces together cost 14.62 nm. The conducting thickness is

$$t=200-14.62=185.38\ \text{nm}.$$

The film resistivity is $1.70\times200/185.38=1.834$ µΩ cm, a rise of 7.9%. The first-order form gives 7.3%; the difference is mainly the square of 0.073.

Since 1.70 µΩ cm equals 17.0 Ω nm, the sheet resistance is $17.0/185.38=0.0917$ Ω per square. Without surface scattering it would be $17.0/200=0.0850$ Ω per square.

The profile shows how far the real loss is from a sharp dead layer. Numerical integration of the formula for $\sigma(z)$ gives 0.50 of the bulk conductivity at the surface, 0.75 at a depth of 7.3 nm and 0.95 at 39 nm. Only about 34% of the total loss lies within the first 7.3 nm, while 84% lies within one mean free path. Removing 7.3 nm of real metal from one side would therefore not remove the surface loss. The new surface, if also diffuse, would create its own damaged region, and the film would be 7.3 nm thinner as well.

## Comparison with a count of free paths

The same loss can be obtained without solving for $g$. Trace an electron back to the last event that erased its drift. In the bulk, the path length $\ell$ back to that event is exponentially distributed with mean $\lambda$. In the film the path is cut to $\ell_c$ if it meets a surface first. The contribution to the current is proportional to $c^2$ times the path length, where $c=v_x/v_F$. Since $\langle c^2\rangle=1/3$, the lost thickness is

$$d\left\langle\frac{3c^2(\ell-\ell_c)}{\lambda}\right\rangle .$$

A Monte Carlo average over two million random positions, directions and path lengths gives $14.61\pm0.07$ nm for the two surfaces, where the uncertainty is one standard error. The layer formula gives 14.62 nm.

## Where the layer picture fails

For $d=200$ nm the overlap term, integrated numerically, is 0.009 nm and can be ignored. Thinner films behave differently. With $\lambda$ held at 39 nm, the conducting thicknesses are:

| $d$ (nm) | with overlap (nm) | $d-3\lambda/8$ (nm) |
|---|---|---|
| 80 | 65.85 | 65.38 |
| 40 | 27.58 | 25.38 |
| 20 | 10.56 | 5.38 |

The layer formula underestimates the conductance, because it subtracts the full loss of each surface even when the film is too thin to contain it. Its error reaches 1% of the full conducting thickness at $d=74$ nm, or about $1.9\lambda$. Below $d=3\lambda/8$ it would even predict a negative conductance.

The opposite limit, $d\ll\lambda$, shows what replaces it. Because $\frac32\int_0^1(1-u^2)du=1$, the conducting thickness can be written

$$t=\frac32\int_0^1(1-u^2)\left[d-\lambda u\left(1-e^{-d/(\lambda u)}\right)\right]du .$$

For $u\gg d/\lambda$ the exponent is small. Expanding to second order gives $\lambda u(1-e^{-d/(\lambda u)})\approx d-d^2/(2\lambda u)$, so the bracket is about $d^2/(2\lambda u)$. The integral of $1/u$ from about $d/\lambda$ to 1 then gives, to leading logarithmic order,

$$t\approx\frac{3d^2}{4\lambda}\ln\frac{\lambda}{d}.$$

The range $u\lesssim d/\lambda$ adds only a term of order $d^2/\lambda$ without the logarithm. Terms of that order are not small in practice. Together they add about 0.42 to the logarithm as $d/\lambda\to0$, and the full $t$ exceeds the leading form by 21% at $d=0.1\lambda$ and by 9% at $d=0.01\lambda$. In such a film the current is carried largely by electrons moving nearly parallel to the surfaces, and no fixed layer thickness describes the loss.

## Partly specular surfaces

Suppose that a fraction $p$ of the electrons is reflected like light from a mirror, keeping $v_x$, and the rest is scattered diffusely. In a thick film the arriving electrons have $g=1$, so those leaving start with $g(0)=p$. The solution becomes $g=1-(1-p)e^{-z/(\lambda u)}$. Every deficit is multiplied by $1-p$, and

$$\delta_p=(1-p)\frac{3\lambda}{16}.$$

For $p=0.3$ the layer shrinks from 7.3 to 5.1 nm. For $p=1$ it vanishes: a perfect mirror parallel to the current does not degrade the drift.

## Real copper films

The chosen $\lambda$ and $\rho_0$ are typical of copper near room temperature, and 200 nm is thick enough for the layer formula. The assumption that a real polycrystalline film most plainly breaks is the absence of grain boundaries.

**Grain boundaries.** Their effect can be sized with a simple model. Let an electron meet boundaries at the average rate $v_F|c|/D$, where $D$ is their mean spacing along the current, and let each encounter reverse $v_x$ with probability $R$, leaving $v_z$ unchanged. A reversal turns a contribution $+1$ to the current into $-1$, so memory of $v_x$ decays at twice the reversal rate. Relative to the bulk collision rate $v_F/\lambda$, the extra decay is $b|c|$ with $b=2R\lambda/D$. The drift in the interior falls to $1/(1+b|c|)$, and

$$\frac{\sigma_g}{\sigma_0}=3\int_0^1\frac{c^2}{1+bc}\,dc .$$

For the assumed values $R=0.25$ and $D=200$ nm, $b=0.0975$ and the resistivity rises by 7.3%, comparable to the rise from the two surfaces. This is a low estimate, because the model treats successive encounters as unrelated, while real boundaries stay in place. The Mayadas–Shatzkes formula, which describes the boundaries as fixed planes, gives 9.5% for the same $R$ and $D$, and the gap widens as $R$ grows.

The surface layer changes too. Electrons leaving the surface now recover over the depth $\lambda u/(1+b|c|)$, toward a drift that is itself reduced by $1+b|c|$. With the weight $3c^2$ and half of the electrons leaving the surface, the layer relative to the grain-limited metal is

$$\delta_g=\frac{\sigma_0}{\sigma_g}\cdot\frac32\left\langle\frac{c^2\lambda u}{(1+b|c|)^2}\right\rangle,$$

where the average runs over all directions. This gives 6.9 nm. Within this simple model, both effects together give a film resistivity of 1.96 µΩ cm, compared with 1.83 µΩ cm for surfaces alone. Like the 7.3% above, the combined value is a low estimate. A measured rise in resistivity therefore cannot be assigned to the surfaces without knowledge of the grains.

**Temperature.** At fixed electron density, $\rho_0\lambda=\hbar k_F/(ne^2)$ is constant. If the bulk resistivity rises by a rough 0.39% of its 20 °C value per kelvin, it is 1.31 times larger at 100 °C. The mean free path falls to 29.7 nm and the layer to 5.6 nm. Surface scattering thus matters relatively less in a warm film, although the total resistivity is higher.

**Quantization across the film.** The number of occupied subbands is about $k_Fd/\pi$, or roughly 870. With so many, replacing the sum over subbands by an integral over angles is reasonable for this estimate.

**The shape of the Fermi surface.** The factor $3/16$ was derived for a sphere. For another band with constant $\tau$, the argument of the estimate still applies if the crystal has a mirror plane perpendicular to the current, as in both films below. The drift then carries no net flow toward the surface. An electron recovers over the depth $\tau|v_n|$, where $v_n$ is the velocity along the film normal. The weight is $v_e^2$, where $v_e$ is the velocity along the current, and half of the electrons are leaving the surface:

$$\delta=\frac{\tau\,\langle v_e^2|v_n|\rangle}{2\,\langle v_e^2\rangle}.$$

The averages run over states at the Fermi energy. To see how much the shape can matter, take a half-filled face-centred cubic band with nearest-neighbour hopping. This is a model band, not the computed band structure of copper. Averages over randomly sampled states near its Fermi energy, with $\lambda$ defined as $\tau\langle|v|\rangle$, give about 0.60 times the spherical value for a (001) film with current along [100], and about 1.45 times for a (111) film with current along $[1\bar10]$. Changing the sampling moves these factors by about 0.03. At $\lambda=39$ nm the layers would be roughly 4.4 and 10.6 nm thick. These numbers depend more on the choices made than on the sampling. With $\lambda$ defined by the current-weighted speed, $\tau\langle |v|^3\rangle/\langle |v|^2\rangle$, the factors are about 0.53 and 1.27. With the first definition and the band 30% filled, they are about 0.74 and 1.2.

A limiting case makes such a spread understandable. If all velocities had the same size and pointed along the cube axes, electrons carrying current along [100] would never approach a (001) surface, and the layer there would vanish. At a (111) surface every electron would have $|v_n|=v/\sqrt3$, so $\delta=\lambda/(2\sqrt3)$, which is 1.54 times $3\lambda/16$. The computed factors lie between the spherical value and this limit.

The factor $3/16$ therefore belongs to the spherical model. For a real copper film, 7 nm sets the scale of the layer. Specularity and temperature can each change it by a noticeable fraction, and the model band shows that crystal orientation may matter too.
